# Liechtenstein exchange in the mean-field Hubbard dimer

## Problem

Two sites share two electrons, with Hamiltonian

\[
H=-t\sum_s\left(c^\dagger_{1s}c_{2s}+\text{h.c.}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow},\qquad t>0,\quad U>2t .
\]

Use noncollinear Hartree-Fock with one electron per site and moments \(\mathbf m_i=\langle c_i^\dagger\boldsymbol\sigma c_i\rangle=m\,\mathbf e_i\), \(m>0\). For the single pair, write \(E=-J\,\mathbf e_1\cdot\mathbf e_2\), so \(J<0\) is antiferromagnetic.

The Liechtenstein coupling is the intersite coefficient in the band energy when the exchange fields are rotated slightly at fixed strength.

(a) Find the self-consistent antiparallel and parallel states.

(b) Compute the Liechtenstein \(J\) from each. What \(E(\theta)\) do they imply at large \(U\)?

(c) Find the mean-field energy when the angle between the actual moments is held at \(\theta\).

(d) Explain the difference between (b) and (c), and quantify it for \(t=0.1\) eV, \(U=1\) eV and for smaller \(U/t\).

## Hints

1. In a determinant, \(\langle n_\uparrow n_\downarrow\rangle=(n^2-m^2)/4\).
2. Write second-order perturbation theory as an energy integral over two Green functions, and keep the terms that involve both sites.
3. For (c), the density matrix of a determinant obeys \(P^2=P\). Split it into site blocks.
4. For (d), ask whether a moment turns as far as the field that acts on it.

## Solution

### (a) Collinear states

Wick's theorem gives \(\langle n_\uparrow n_\downarrow\rangle=\langle n_\uparrow\rangle\langle n_\downarrow\rangle-|\langle c^\dagger_\uparrow c_\downarrow\rangle|^2\), which is hint 1. With \(n_i=1\) and \(T\) the hopping term,

\[
E=\langle T\rangle+\tfrac U2(1-m^2).
\]

Varying \(E\) gives the one-electron Hamiltonian, up to a constant \(U/2\) per electron:

\[
h=T-\Delta\sum_i\mathbf e_i\cdot\boldsymbol\sigma_i,\qquad \Delta=\tfrac{Um}{2}.
\]

Here \(\Delta\) is half the spin splitting, and the Fermi level is at zero.

**Antiparallel.** Let the fields point along \(+z\) and \(-z\). Then

\[
h_\uparrow=\begin{pmatrix}-\Delta&-t\\-t&\Delta\end{pmatrix},\qquad \text{levels }\pm W,\quad W=\sqrt{t^2+\Delta^2}.
\]

For spin down the sites are exchanged. The lower level of each spin is filled, so \(n_{1\uparrow}=\frac12(1+\Delta/W)\), \(n_{1\downarrow}=\frac12(1-\Delta/W)\) and \(m=\Delta/W\). Since also \(m=2\Delta/U\),

\[
W=\tfrac U2,\qquad \Delta^2=\tfrac{U^2}{4}-t^2,\qquad m^2=1-x,\qquad x\equiv\frac{4t^2}{U^2}.
\]

This needs \(U>2t\).

**Parallel.** The levels are \(-\Delta\pm t\) for spin up and \(\Delta\pm t\) for spin down. If \(\Delta>t\), both electrons are spin up, so \(m=1\) and \(\Delta=U/2\), again for \(U>2t\).

### (b) The Liechtenstein coupling

Second-order perturbation theory for a one-electron perturbation \(\delta V\) can be written

\[
\delta^2E=\sum_{o,u}\frac{|\langle o|\delta V|u\rangle|^2}{\varepsilon_o-\varepsilon_u}
=-\frac1{2\pi}\,\mathrm{Im}\int_{-\infty}^0 d\varepsilon\,\mathrm{Tr}\,[G\,\delta V\,G\,\delta V],
\]

with \(o\) occupied, \(u\) empty and \(G=(\varepsilon+i0-h)^{-1}\). To check the factor, split the product of poles into partial fractions: each ordering of a pair \((o,u)\) contributes \(-\pi/(\varepsilon_o-\varepsilon_u)\) to the integral, and there are two orderings. Pairs on the same side of the Fermi level contribute zero.

Tilt the fields by \(\delta e_i\) along \(x\), so that \(\delta V_i=-\Delta\,\delta e_i\,\sigma_x\). The accompanying second-order shortening of the \(z\) component acts on one site at a time and gives no intersite term at this order. The two cross terms in the trace are equal, and \(\sigma_x\) flips the spin between the Green functions:

\[
\delta^2E_{12}=-\frac{\Delta^2}{\pi}\,\delta e_1\delta e_2\,\mathrm{Im}\int_{-\infty}^0 d\varepsilon\left(G_{12}^\uparrow G_{21}^\downarrow+G_{12}^\downarrow G_{21}^\uparrow\right).
\]

Equating this to \(-J\,\delta e_1\delta e_2\) gives the Liechtenstein formula

\[
J=\frac{\Delta^2}{\pi}\,\mathrm{Im}\int_{-\infty}^0 d\varepsilon\left(G_{12}^\uparrow G_{21}^\downarrow+G_{12}^\downarrow G_{21}^\uparrow\right).
\]

The tilts are measured along one common axis, so the prefactor is \(+\Delta^2\) for both references. With signed splittings in its place, the result would be \(J\,\mathbf e_1\cdot\mathbf e_2\).

**Antiparallel reference.** Inverting \(\varepsilon-h_\uparrow\) gives \(G_{12}=-t/(\varepsilon^2-W^2)\), and spin down gives the same. The integrand \(2t^2/(\varepsilon^2-W^2)^2\) is analytic in the upper half-plane and decays as \(\varepsilon^{-4}\), so the path can be turned onto \(\varepsilon=iy\), with \(y\) running from \(\infty\) to 0:

\[
J=-\frac{\Delta^2}{\pi}\int_0^\infty\frac{2t^2\,dy}{(y^2+W^2)^2}
=-\frac{2\Delta^2t^2}{\pi}\,\frac{\pi}{4W^3}=-\frac{\Delta^2t^2}{2W^3}.
\]

Inserting \(W=U/2\) and \(4\Delta^2/U^2=1-x\),

\[
J_{\rm AF}=-\frac{t^2}{U}(1-x).
\]

**Parallel reference.** Now \(G^{\uparrow}_{12}=-t/[(\varepsilon+\Delta)^2-t^2]\) and \(G^{\downarrow}_{12}=-t/[(\varepsilon-\Delta)^2-t^2]\). The imaginary part of the integral is \(-\pi\) times the residues at the occupied poles \(\varepsilon=-\Delta+\lambda t\), \(\lambda=\pm1\). For the product without its factor \(t^2\), these residues sum to

\[
\sum_{\lambda=\pm1}\frac1{2\lambda t}\,\frac1{4\Delta(\Delta-\lambda t)}
=\frac1{8t\Delta}\left[\frac1{\Delta-t}-\frac1{\Delta+t}\right]=\frac1{4\Delta(\Delta^2-t^2)}.
\]

The two spin terms are equal, so the prefactor is \(2\Delta^2t^2/\pi\), and with \(\Delta=U/2\)

\[
J_{\rm FM}=-\frac{t^2\Delta}{2(\Delta^2-t^2)}=-\frac{t^2}{U}\,\frac1{1-x}.
\]

Both couplings tend to \(-t^2/U\) as \(x\to0\). Extending \(-J\cos\theta\) to all angles, with energy measured from \(\theta=0\), gives

\[
E(\theta)=J(1-\cos\theta)\;\to\;-\frac{t^2}{U}(1-\cos\theta).
\]

A small-angle coefficient cannot by itself justify that extension. Part (c) does.

### (c) Energy at a fixed angle between the moments

Let \(P\) be the one-electron density matrix, with site blocks \(P_{ii}=\frac12(1+\mathbf m_i\cdot\boldsymbol\sigma)\) and \(P_{12}=K\). The diagonal blocks of \(P^2=P\) give

\[
KK^\dagger=P_{11}(1-P_{11})=\tfrac14(1-m_1^2),\qquad K^\dagger K=\tfrac14(1-m_2^2).
\]

The traces agree, so \(m_1=m_2=m\) and \(K=\frac12\sqrt{1-m^2}\,V\) with \(V\) unitary. For \(0<m<1\), the off-diagonal block \(P_{11}K+KP_{22}=K\) becomes

\[
V^\dagger(\mathbf e_1\cdot\boldsymbol\sigma)V=-\mathbf e_2\cdot\boldsymbol\sigma .
\]

Up to a phase, \(V\) is a spin rotation that carries \(-\mathbf e_2\) into \(\mathbf e_1\). These vectors are \(\pi-\theta\) apart, and a rotation by \(\omega\) moves no vector by more than \(\omega\). Because the trace of a spin rotation is \(2\cos(\omega/2)\), the largest \(\mathrm{Re\,Tr}\,V\) is \(2\cos\frac{\pi-\theta}2=2\sin\frac\theta2\). Hence

\[
\langle T\rangle=-2t\,\mathrm{Re\,Tr}\,K\;\ge\;-2t\sqrt{1-m^2}\,\sin\tfrac\theta2,
\]

and the bound is attained. At \(m=1\), \(K=0\) and the expression still holds. With \(q=\sqrt{1-m^2}\), minimize

\[
E=-2tq\sin\tfrac\theta2+\tfrac U2q^2\quad\Rightarrow\quad q=\frac{2t}{U}\sin\tfrac\theta2,
\]

\[
E(\theta)=-\frac{2t^2}{U}\sin^2\tfrac\theta2=-\frac{t^2}{U}(1-\cos\theta).
\]

Within this mean-field model the cosine law therefore holds for every \(U>2t\), not just at large \(U\). The moment shrinks as the angle opens, \(m^2=1-x\sin^2(\theta/2)\).

The point \(m=0\) has no direction and is excluded. There \(V\) is free and the energy is \(-2t+U/2\). For \(U<4t\) this lies below the parallel state, so the constrained states with \(\sin^2(\theta/2)<U(4t-U)/(4t^2)\) then lie above this nonmagnetic state. The antiparallel state stays lower, by \((U-2t)^2/(2U)\).

### (d) The moments do not follow the fields rigidly

Put the fields at polar angles \(\pm\theta/2\) in the \(xz\) plane, and let the moment they produce on site 1 have polar angle \(\phi\). The derivative of the band energy is the expectation value of \(dh/d\theta\). The two sites contribute equally, and each field turns by \(d\theta/2\), so

\[
\frac{dE_{\rm band}}{d\theta}=-\Delta m\sin\!\left(\phi-\tfrac\theta2\right).
\]

Near a reference with \(s=\mathbf e_1\cdot\mathbf e_2=\pm1\), change \(\theta\) by \(2\eta\), so that the two fields turn by \(\eta\) in opposite senses, and call the tilt of the moment on site 1 \(r\eta\). The right side is \(-\Delta m(r-1)\eta\). The band energy does not change when both fields are turned together, so it depends on \(\theta\) alone and the intersite coefficient \(J\) fixes its whole curvature at the reference. The left side is therefore \(J\sin\theta\approx2Js\eta\). Therefore

\[
r=1-\frac{2Js}{m\Delta},\qquad r_{\rm AF}=1-x,\qquad r_{\rm FM}=\frac1{1-x},
\]

where \(m\Delta=U(1-x)/2\) and \(U/2\) respectively. The antiferromagnetic torque pulls the moments back towards an antiparallel reference, and pushes them further from a parallel one.

Holding the moments at this tilt requires a constraining field \(\mathbf b_i=\Delta\mathbf e_i-\frac U2\mathbf m_i\), the part of the exchange field that the moments do not generate themselves. Its transverse component is \(-\Delta(r-1)\eta=2Js\eta/m\); its longitudinal component is of second order and does not affect the curvature. The constrained energy obeys \(dE=\sum_i\mathbf b_i\cdot d\mathbf m_i\). Each moment turns by half the change in the angle \(\theta_m\) between them, so \(dE/d\theta_m=2Js\eta\). A coupling \(J_m\) between moments would give \(J_m\sin\theta_m\approx2J_msr\eta\). Hence

\[
J_m=\frac Jr=-\frac{t^2}{U}
\]

from both references, in agreement with (c).

**Numbers.** For \(t=0.1\) eV and \(U=1\) eV, \(x=4(0.01)/1=0.04\) and \(-t^2/U=-10\) meV. Then

- \(J_{\rm AF}=-10\times0.96=-9.6\) meV
- \(J_{\rm FM}=-10/0.96=-10.42\) meV

At \(\theta=180^\circ\) the constrained energy is \(-20\) meV, while the two couplings predict \(-19.2\) and \(-20.83\) meV. As \(U/t\) falls, the ratios to \(-t^2/U\) separate:

| \(U/t\) | \(J_{\rm AF}\) ratio | \(J_{\rm FM}\) ratio |
|---|---|---|
| 10 | 0.960 | 1.042 |
| 6 | 0.889 | 1.125 |
| 4 | 0.750 | 1.333 |
| 3 | 0.556 | 1.800 |

A relative error \(p=|J/(-t^2/U)-1|\), measured against the coupling between moments, means \(x=p\) for the antiparallel reference and \(x/(1-x)=p\) for the parallel one, so \(U/t=2/\sqrt p\) and \(2\sqrt{(1+p)/p}\). An error of 5% is reached at \(U/t=8.94\) and 9.17. As \(U\to2t\), \(J_{\rm AF}\) vanishes and \(J_{\rm FM}\) diverges, although the coupling between moments remains \(-t^2/U\). The numerical check checks the couplings, the tilts and the constrained minimum numerically.

## Variation 1: large rotations of frozen fields

*Keep \(\Delta\) fixed and turn the fields through a finite angle. Is the band energy a cosine?*

With Pauli matrices \(\tau\) acting on the site index,

\[
h=-t\tau_x-\Delta\left(\cos\tfrac\theta2\,\sigma_z+\sin\tfrac\theta2\,\tau_z\sigma_x\right).
\]

The term \(\tau_z\sigma_x\) anticommutes with both \(\tau_x\) and \(\sigma_z\), so one cross term survives in the square: \(h^2=t^2+\Delta^2+2t\Delta\cos\frac\theta2\,\tau_x\sigma_z\). The operator \(\tau_x\sigma_z=\pm1\) commutes with \(h\), and \(h\) is traceless in each of its two sectors. One negative level per sector is filled:

\[
E_{\rm band}=-\sum_\pm\sqrt{t^2+\Delta^2\pm2t\Delta\cos\tfrac\theta2}.
\]

For \(\Delta\gg t\), expanding the roots to order \(t^2\) gives \(-2\Delta-\frac{t^2}{\Delta}\sin^2\frac\theta2=-2\Delta-\frac{t^2}{2\Delta}(1-\cos\theta)\), the expected law with \(\Delta\to U/2\). At finite \(\Delta/t\) it is not exactly a cosine, and the departure grows as \(U/t\) falls. For \(U/t=3\) with the antiparallel fields, the energy gain from \(\theta=0\), divided by that of the law in (c), is 1.62 at \(90^\circ\) and 1.15 at \(180^\circ\). A cosine would give equal ratios. For \(U/t=10\) the ratios are 1.036 and 1.010.

## Variation 2: the exact two-electron levels

*How much of the exact energy gain does mean field capture?*

Parallel spins cannot hop, so the triplet energy is 0. The covalent singlet couples to the even combination of doubly occupied sites: two spin terms, each reaching both sites, give a matrix element \(-2t\). Thus

\[
\begin{pmatrix}0&-2t\\-2t&U\end{pmatrix}\quad\Rightarrow\quad E_S=\frac{U-\sqrt{U^2+16t^2}}2\approx-\frac{4t^2}{U}\quad(U\gg t).
\]

For the example, \(E_S=-38.5\) meV, against \(-20\) meV for the antiparallel determinant. At large \(U\) the coupling itself agrees. The splitting corresponds to \((4t^2/U)\,\mathbf S_1\cdot\mathbf S_2\), and replacing \(\mathbf S_i\) by \(\mathbf e_i/2\) gives \((t^2/U)\,\mathbf e_1\cdot\mathbf e_2\). The difference lies in the state: \(\langle\mathbf S_1\cdot\mathbf S_2\rangle\) is \(-3/4\) in the covalent singlet, which the ground state approaches for \(U\gg t\), but \(-1/4\) for two classical antiparallel spins. Measured from the parallel value \(+1/4\), the determinant obtains half the gain in the limit \(U\gg t\); in the example the fraction is \(20/38.5\approx0.52\).

## Computed values

```
hopping t = 0.100 eV
repulsion U = 1.000 eV
x = 4t^2/U^2 = 0.0400
large-U coupling -t^2/U = -10.0000 meV
antiparallel: moment m = 0.97980
antiparallel: exchange field delta = 489.898 meV
antiparallel: Liechtenstein J = -9.6000 meV
antiparallel: tilt ratio (moment/field) = 0.96000
antiparallel: J / tilt ratio = -10.0000 meV
parallel: moment m = 1.00000
parallel: exchange field delta = 500.000 meV
parallel: Liechtenstein J = -10.4167 meV
parallel: tilt ratio (moment/field) = 1.04167
parallel: J / tilt ratio = -10.0000 meV
energies relative to theta = 0, in meV: constrained minimum,
  J(1-cos) with antiparallel J, J(1-cos) with parallel J
  theta  60 deg:    -5.000    -4.800    -5.208   constrained m = 0.9950
  theta  90 deg:   -10.000    -9.600   -10.417   constrained m = 0.9899
  theta 120 deg:   -15.000   -14.400   -15.625   constrained m = 0.9849
  theta 180 deg:   -20.000   -19.200   -20.833   constrained m = 0.9798
ratios to the large-U law (dimensionless); AF, FM = reference;
  J: Liechtenstein; F90, F180: frozen-field energy at 90, 180 deg
  U/t    J_AF   F90_AF  F180_AF   J_FM   F90_FM  F180_FM
  20.0  0.9900  1.0088  1.0025  1.0101  1.0037  0.9975
  10.0  0.9600  1.0364  1.0102  1.0417  1.0148  0.9902
   6.0  0.8889  1.1086  1.0294  1.1250  1.0404  0.9737
   4.0  0.7500  1.2827  1.0718  1.3333  1.0862  0.9443
   3.0  0.5556  1.6173  1.1459  1.8000  1.1400  0.9083
U/t at which J is off by 1 percent: AF 20.000, FM 20.100
U/t at which J is off by 5 percent: AF 8.944, FM 9.165
U/t at which J is off by 10 percent: AF 6.325, FM 6.633
exact two-electron singlet energy = -38.516 meV
exact triplet energy = 0.000 meV
largest constrained-energy error in tests = 5.4e-14 t
```
